# Why the P-only Kane model fails for heavy holes

**Q:** I use the Kane model with one momentum matrix element, \(P\). Diagonalizing it gives a conduction band and three valence bands, each doubly degenerate. The valence bands are where holes live, so this model describes holes. I regard remote bands as a refinement for people who want better masses.

**A:** Let us test that on the model itself. Which states and terms do you keep?

**Q:** At the zone centre I keep an s-like conduction state \(S\) and three p-like valence states \(X,Y,Z\), each with two spins. That makes eight states. The gap is \(E_g>0\) and the spin-orbit splitting is \(\Delta>0\).

**A:** I take a cubic crystal, omit terms due to inversion asymmetry, and measure electron energies from the valence top. Writing a Bloch function as \(e^{i\mathbf k\cdot\mathbf r}u\) and letting \(p^2/2m_0\) act on it gives two new terms for \(u\): the free-electron energy and a momentum coupling,

\[
\varepsilon=\frac{\hbar^2k^2}{2m_0},\qquad \frac{\hbar}{m_0}\,\mathbf k\cdot\mathbf p .
\]

The first is the same for all states. For the second, put \((\hbar/m_0)\langle S|p_x|X\rangle=iP\) with \(P\) real, and likewise for \(y\) and \(z\). It is convenient to express \(P\) as an energy:

\[
E_P=\frac{2m_0P^2}{\hbar^2},\qquad\text{so that}\qquad P^2k^2=E_P\,\varepsilon .
\]

The spin-orbit term in the p states is \((\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)\), with \(\mathbf L\) in units of \(\hbar\). Since \(\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34\), it equals \(1\) for \(j=\tfrac32\) and \(-2\) for \(j=\tfrac12\). The spin-orbit energies are therefore \(0\) for four states and \(-\Delta\) for two.

**Q:** That is my model. The four states at zero are the heavy and light holes. What is wrong with them?

**A:** Ask which of the four can feel \(P\). A p state with coefficients \(c_{a\sigma}\), where \(a=x,y,z\) and \(\sigma\) is the spin, couples to \(S\sigma\) with strength

\[
iP\sum_a k_a c_{a\sigma}.
\]

Requiring this to vanish for both spins gives two linear conditions. The \(j=\tfrac32\) space has four dimensions, so at least two independent states satisfy them. Such a state has no coupling to \(S\), is an eigenstate of the spin-orbit term with energy \(0\), and has free-electron energy \(\varepsilon\). Nothing else acts on it. Its energy is

\[
E_{\rm hh}=+\frac{\hbar^2k^2}{2m_0}.
\]

No expansion in \(k\) was made. Within this model the result holds for every \(k\), every direction, and every value of \(P\), \(E_g\) and \(\Delta\).

**Q:** Upward? A hole band should have its maximum at the zone centre.

**A:** This one has its minimum there. If a band starts as \(E=c\,\varepsilon\), its electron effective mass is \(m_0/c\) and its hole mass is \(-m_0/c\). Here \(c=+1\), so the hole mass is \(-m_0\). Holes collect at the highest electron energies, and this band offers them no top at \(k=0\).

**Q:** Are you sure this is the heavy-hole doublet and not some accidental combination?

**A:** Choose the \(z\) axis along \(\mathbf k\). This is allowed because \(\mathbf k\cdot\mathbf p\) and \(\mathbf L\cdot\boldsymbol\sigma\) keep their form when orbitals, spins and \(\mathbf k\) are rotated together, so the P-only energies are isotropic. Now \(S\) couples only to \(Z\). The states with \(j=\tfrac32\) and \(m=\pm\tfrac32\) are, up to phases, \((X+iY)/\sqrt2\) with spin up and \((X-iY)/\sqrt2\) with spin down. They contain no \(Z\). Their orbitals lie perpendicular to \(\mathbf k\). What defines them as heavy-hole states is \(m=\pm\tfrac32\) along \(\mathbf k\).

**Q:** Then I could make \(P\) larger, or drop the free-electron term, which is small anyway.

**A:** A larger \(P\) does nothing, because \(P\) does not enter \(E_{\rm hh}\). Dropping the free term gives \(E_{\rm hh}=0\) for all \(k\): a flat band with infinite mass. That removes the wrong sign but supplies no downward curvature. Near the band edge, and when \(E_P\) is much larger than \(3(E_g+\Delta)\), the term is small beside the \(P\) contribution in the other bands; in the heavy-hole band it is all there is.

**Q:** But my light-hole band does bend down. Does \(P\) alone account for that?

**A:** Near \(k=0\) it does, provided \(E_P>3E_g/2\). We need the three states that remain for one spin sequence: \(S\!\uparrow\), \(Z\!\uparrow\), and \(T\!\downarrow\), where \(T=-(X+iY)/\sqrt2\) has \(L_z=1\). Write

\[
\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+,\qquad \sigma_\pm=\tfrac12(\sigma_x\pm i\sigma_y).
\]

Using \(L_+Z=\sqrt2\,T\) and \(L_-T=\sqrt2\,Z\), we get

\[
\mathbf L\cdot\boldsymbol\sigma\,Z\!\uparrow=\sqrt2\,T\!\downarrow,\qquad
\mathbf L\cdot\boldsymbol\sigma\,T\!\downarrow=-T\!\downarrow+\sqrt2\,Z\!\uparrow .
\]

Subtract \(1\), multiply by \(\Delta/3\), and add the gap and the \(P\) coupling. With the common \(\varepsilon\) taken out, the matrix is

\[
\begin{pmatrix}
E_g & iPk & 0\\
-iPk & -\Delta/3 & \sqrt2\,\Delta/3\\
0 & \sqrt2\,\Delta/3 & -2\Delta/3
\end{pmatrix}.
\]

Let \(x=E-\varepsilon\) be its eigenvalue. Expanding the determinant along the first row gives

\[
(E_g-x)\left[\left(x+\tfrac{\Delta}{3}\right)\left(x+\tfrac{2\Delta}{3}\right)-\tfrac{2\Delta^2}{9}\right]+P^2k^2\left(x+\tfrac{2\Delta}{3}\right)=0 .
\]

The square bracket is \(x^2+\Delta x=x(x+\Delta)\). Moving the first term to the other side and using \(P^2k^2=E_P\varepsilon\),

\[
x(x-E_g)(x+\Delta)=E_P\,\varepsilon\left(x+\tfrac{2\Delta}{3}\right).
\]

At \(k=0\) the roots are \(0\), \(E_g\) and \(-\Delta\): light hole, conduction band and split-off band. For the light hole at small \(k\), set \(x=0\) in every factor that does not vanish:

\[
x(-E_g)\Delta\approx E_P\varepsilon\,\frac{2\Delta}{3}
\quad\Rightarrow\quad x\approx-\frac{2E_P}{3E_g}\,\varepsilon .
\]

Adding \(\varepsilon\) back gives the curvature

\[
c_{\rm lh}=1-\frac{2E_P}{3E_g}.
\]

The approximation needs \(|x|\) much smaller than both \(E_g\) and \(\Delta\). The physics is level repulsion: the conduction state lies above and pushes the light hole down, more strongly the smaller the gap. The heavy hole receives no such push.

**Q:** What does that look like in numbers?

**A:** Take round model parameters: \(E_g=0.2\) eV, \(\Delta=0.4\) eV and \(E_P=20\) eV. Then

\[
c_{\rm lh}=1-\frac{2\times20}{3\times0.2}=1-66.67=-65.67,
\]

and the light-hole mass is \(m_0/65.67=0.0152\,m_0\). The heavy-hole curvature is \(+1\). Diagonalizing the eight-state matrix gives the same values to the digits quoted.

**Q:** The heavy-hole curvature is then one unit, against 66 for the light hole. On a plot I would hardly see it.

**A:** Beside the light hole it looks flat, but it has consequences. The false band keeps rising and reaches the conduction-edge energy when \(\varepsilon=E_g\). With \(\hbar^2/2m_0=0.0381\) eV nm²,

\[
k=\sqrt{\frac{0.2}{0.0381}}\ \mathrm{nm}^{-1}=2.29\ \mathrm{nm}^{-1}.
\]

Beyond that, heavy-hole states lie above the conduction minimum at \(k=0\). If the model is taken at all \(k\), it has no global gap, although at each fixed \(k\) the conduction band stays above the heavy hole.

**Q:** So something outside my eight states has to bend the heavy hole down. What could it be?

**A:** A state above the valence top that couples to p orbitals perpendicular to \(\mathbf k\). The higher p-like conduction states \(X',Y',Z'\) can do it. A twofold rotation about a cubic axis reverses the other two axes. Applying these rotations to \(\langle X_a|p_b|X'_c\rangle\) shows that the element survives only if \(a,b,c\) are all different, for example \(\langle X|p_z|Y'\rangle\). Here "p-like" means only that the states transform like \(x,y,z\) under the symmetry operations of a tetrahedron. If the crystal has an inversion centre, \(\mathbf p\) is odd, so the element also needs primed and unprimed states of opposite parity. \(S\) must likewise have parity opposite to \(X,Y,Z\), so \(S\) and the primed states then share one parity and do not couple. The threefold rotation about [111] permutes \(x,y,z\) cyclically and the mirror \(x\leftrightarrow y\) exchanges two of them, so all six surviving elements are equal,

\[
\frac{\hbar}{m_0}\langle X|p_z|Y'\rangle=iQ .
\]

I place the primed states at energy \(E'\), ignore their spin-orbit splitting, and leave them uncoupled from \(S\). This is a model of one remote set, not of all remote bands.

With \(\mathbf n=\mathbf k/k\), the coupling between unprimed and primed orbitals is \(iQkA\), where

\[
A=\begin{pmatrix}0&n_z&n_y\\ n_z&0&n_x\\ n_y&n_x&0\end{pmatrix}.
\]

In second order, the coupling goes from a valence state to a primed state and back, divided by the energy difference \(0-E'\). The two factors \(iQk\) and \(-iQk\) multiply to \(Q^2k^2\). That denominator belongs to the four states at energy zero; for the split-off states it is \(-\Delta-E'\). For the heavy and light holes at the band edge, the added matrix in the valence orbitals is therefore

\[
-\frac{Q^2k^2}{E'}AA^{T}=-q\,\varepsilon\,AA^{T},\qquad
E_Q=\frac{2m_0Q^2}{\hbar^2},\quad q=\frac{E_Q}{E'} .
\]

**Q:** What does this do to the heavy hole along [001]?

**A:** There \(n_z=1\), and \(A\) simply exchanges \(X\) and \(Y\), so \(AA^T=\mathrm{diag}(1,1,0)\). The heavy hole is built from \(X\) and \(Y\) and gets the full shift \(-q\varepsilon\):

\[
c_{\rm hh}[001]=1-q .
\]

Along [111] all components of \(\mathbf n\) are \(1/\sqrt3\). Let \(J\) be the matrix whose entries are all one. Then \(A=(J-1)/\sqrt3\), and since \(J^2=3J\),

\[
AA^T=\tfrac13(J^2-2J+1)=\tfrac13(J+1).
\]

On an orbital perpendicular to [111], \(J\) gives zero, so \(AA^T\) gives \(\tfrac13\). On the orbital along [111], \(J\) gives \(3\), so \(AA^T\) gives \(\tfrac43\). The heavy hole is perpendicular, hence

\[
c_{\rm hh}[111]=1-\frac q3 .
\]

In both directions \(AA^T\) is symmetric about \(\mathbf k\), so it does not mix the \(m=\pm\tfrac32\) and \(m=\pm\tfrac12\) states, and the shifts can be read off one state at a time.

**Q:** Then including remote bands always repairs the sign?

**A:** No. The downward push must exceed the free-electron term. In this model that needs \(q>1\) along [001] and \(q>3\) along [111]. With \(E'=4\) eV and \(E_Q=16\) eV we have \(q=4\), and

\[
c_{\rm hh}[001]=1-4=-3,\qquad c_{\rm hh}[111]=1-\tfrac43=-0.333 .
\]

The hole masses are \(0.333\,m_0\) and \(3.00\,m_0\). Diagonalizing all fourteen states confirms both values. In 60 random directions the curvature lies between \(-2.92\) and \(-0.34\), so it is negative in each of them. With \(q=2.5\) the curvature is \(-1.5\) along [001] but \(+0.167\) along [111], where the band still rises. Remote coupling is necessary for a heavy-hole band that bends down, but its strength decides whether the band does so in every direction. These are band-edge statements. Along [111] the heavy hole couples only to one primed state, so \(E=\varepsilon+E'/2-\sqrt{E'^2/4+E_Q\varepsilon/3}\). For \(q=4\) this falls to \(-83\) meV at \(k=3.9\ \mathrm{nm}^{-1}\), then rises and reaches \(E_g\) at \(7.4\ \mathrm{nm}^{-1}\). Taken at all \(k\), the fourteen-state model has no global gap either; one remote set only moves the failure to larger \(k\).

**Q:** If remote bands matter that much, my light-hole mass must be wrong too.

**A:** It changes, but look at the size relative to what \(P\) already gives. We need the composition of the light-hole state at \(k=0\). In the lower-right block of the matrix above, the eigenvector with energy zero satisfies

\[
-\tfrac{\Delta}{3}z+\tfrac{\sqrt2\,\Delta}{3}t=0\quad\Rightarrow\quad z=\sqrt2\,t,
\]

where \(z\) and \(t\) are the amplitudes of \(Z\!\uparrow\) and \(T\!\downarrow\). The weights are \(\tfrac23\) for the orbital along \(\mathbf k\) and \(\tfrac13\) for the perpendicular one. Averaging \(AA^T\) with these weights gives

\[
[001]:\ \tfrac23\cdot0+\tfrac13\cdot1=\tfrac13,\qquad
[111]:\ \tfrac23\cdot\tfrac43+\tfrac13\cdot\tfrac13=1 .
\]

So the remote bands add \(-q/3\) and \(-q\) to the light-hole curvature:

\[
c_{\rm lh}[001]=1-\frac{2E_P}{3E_g}-\frac q3,\qquad
c_{\rm lh}[111]=1-\frac{2E_P}{3E_g}-q .
\]

For our parameters these are \(-67.0\) and \(-69.7\), compared with \(-65.7\) from \(P\) alone. The remote bands supply 2.0 % and 5.7 % of the full curvature.

**Q:** Is that smallness due to the narrow gap, or to the particular \(q\) you chose?

**A:** Both enter. When \(2E_P/(3E_g)\) dominates the curvature, dividing the remote part by it gives the shares

\[
[001]:\ \frac{q/3}{2E_P/(3E_g)}=\frac{qE_g}{2E_P},\qquad
[111]:\ \frac{q}{2E_P/(3E_g)}=\frac{3qE_g}{2E_P}.
\]

At fixed \(q\) and \(E_P\) they shrink in proportion to the gap. For \(E_g=0.2\) eV they give 2 % and 6 %, close to the values just quoted. Changing only the gap, the fourteen-state calculation gives:

| \(E_g\) (eV) | share [001] | share [111] |
|---|---|---|
| 0.2 | 2.0 % | 5.7 % |
| 0.5 | 4.9 % | 13.5 % |
| 1.0 | 9.8 % | 24.5 % |
| 2.0 | 19.0 % | 41.4 % |

At 2 eV the P-only light hole still has the right sign, but its curvature along [111] is \(-5.67\) instead of \(-9.67\). The heavy-hole curvatures \(1-q\) and \(1-q/3\) do not contain \(E_g\). Narrowing the gap at fixed \(q\) therefore gives no relief there.

**Q:** So for a narrow gap I may at least trust the P-only light hole?

**A:** Near the band edge, yes, to the accuracy just found. Farther out it fails as well. Solve the cubic equation for \(\varepsilon\):

\[
\varepsilon=\frac{x(x-E_g)(x+\Delta)}{E_P\,(x+2\Delta/3)} .
\]

For \(x\) between \(-2\Delta/3\) and \(0\) the right side is positive. It vanishes at \(x=0\) and grows without bound as \(x\to-2\Delta/3\). For every \(\varepsilon>0\) there is thus a root in this interval. The same formula gives one root above \(E_g\) and one below \(-\Delta\), which accounts for all three. The root in the interval is the light hole, and so

\[
E_{\rm lh}=\varepsilon+x>\varepsilon-\frac{2\Delta}{3}.
\]

The push from \(P\) saturates, whereas \(\varepsilon\) keeps growing. A band that starts downward must eventually turn up.

**Q:** Where does that happen in the example?

**A:** At \(k=0.871\ \mathrm{nm}^{-1}\), where the energy is \(-208.6\) meV. The error is visible before that. These are light-hole energies in meV:

| \(k\) (nm⁻¹) | \(P\) only | full [001] | full [111] |
|---|---|---|---|
| 0.1 | −21.8 | −22.3 | −23.1 |
| 0.3 | −112.1 | −118.3 | −119.7 |
| 0.6 | −193.6 | −233.5 | −212.8 |
| 1.0 | −206.4 | −335.3 | −253.4 |

Here "full" means the fourteen-state model. At \(k=1.0\ \mathrm{nm}^{-1}\) the P-only energy along [001] is too shallow by \(335.3-206.4=128.9\) meV, or 38 % of the full value. Just beyond the turning point the P-only band rises, while the full band still falls in both directions.

**Q:** In your table [111] is the deeper direction at first, and later [001] is. Why do they change places?

**A:** The composition of the state changes with \(k\). The last row of the three-state matrix gives

\[
\frac{\sqrt2\,\Delta}{3}z=\left(x+\frac{2\Delta}{3}\right)t
\quad\Rightarrow\quad
\frac zt=\frac{3}{\sqrt2\,\Delta}\left(x+\frac{2\Delta}{3}\right).
\]

At \(k=0\), \(x=0\) and the ratio is \(\sqrt2\), as before. As \(x\to-2\Delta/3\) it goes to zero. The amplitude of \(S\) vanishes too: the first row gives its size as \(Pk|z|/(E_g-x)\), and the cubic equation makes \(z\) fall as \(1/k^2\). The P-only light hole thus turns into the perpendicular orbital. It now lies near \(x=-2\Delta/3\), so the energy denominator is \(E'+2\Delta/3\) in place of \(E'\). To first order in \(E_Q\), that orbital is shifted by \(-q'\varepsilon\) along [001] but by only \(-q'\varepsilon/3\) along [111], where \(q'=E_Q/(E'+2\Delta/3)\), which is \(0.94\,q\) for our parameters. Near \(k=0\) the order was the reverse, \(-q\varepsilon/3\) against \(-q\varepsilon\). Hence the two directions change places.

**Q:** Then I must withdraw my claim. What may I still use the P-only model for?

**A:** For the light-hole band edge in a narrow gap, when a missing curvature of \(qE_g/(2E_P)\) along [001] and \(3qE_g/(2E_P)\) along [111], as a fraction of the \(P\) contribution \(2E_P/(3E_g)\), is acceptable. These two fractions belong to my single remote set and give only an order of magnitude for a real crystal. With commonly tabulated Luttinger parameters, and \(q\) taken from the [001] heavy-hole mass, the missing part is about 1 % and 4 % for InSb against 2 % and 7 % from the formulas, and about 11 % and 15 % for InAs against 4 % and 12 %; for GaAs the [001] value even has the opposite sign. Such numbers also depend on the \(E_P\) adopted. The P-only model also shows how \(P\) makes the conduction band light. Near \(x=E_g\), put \(x=E_g+y\); the cubic equation becomes \(E_g(E_g+\Delta)\,y\approx E_P\varepsilon(E_g+2\Delta/3)\), so

\[
c_{\rm c}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right)=78.8
\]

for our parameters. My primed states do not couple to \(S\), so they leave this band-edge curvature unchanged. Remote states that do couple to \(S\) can change it, and I have not estimated by how much.

For anything that depends on the heavy-hole dispersion, such as its mass, remote terms are indispensable. They may be kept as explicit bands or, near the band edge, folded into the valence block as terms in \(k^2\). My single set shows the mechanism. Its parameters are round model numbers, not fitted to a material, and it fixes the ratio of the remote contributions to the heavy-hole band-edge curvature along [001] and [111] at \(3:1\) for every \(q\). Tabulated parameters for InSb, InAs, GaSb and GaAs give a ratio of about 1.5 to 2.1 instead, and [111] heavy-hole masses of about \(0.6\) to \(0.9\,m_0\) rather than \(3\,m_0\). My set also leaves out remote states of other symmetries and the spin-orbit splitting of the remote bands, both of which can change the heavy-hole mass and the remote share of the light-hole curvature. The numerical check that accompanies this exchange diagonalizes both matrices, so you can try other parameters. Some of its assertions encode results special to my values, such as a negative heavy-hole curvature in every sampled direction, and must then be relaxed.

## Calculated quantities

```
hbar^2/(2 m0) = 0.038100 eV nm^2
Eg = 0.2 eV, Delta = 0.4 eV, E_P = 20.0 eV
E' = 4.0 eV, E_Q = 16.0 eV, q = 4.00
largest deviation of P-only heavy hole from +eps: 5.0e-16 eV
P-only curvatures c (dimensionless, E = c*eps):
  conduction: 78.777
  heavy hole: 1.000
  light hole: -65.666
  split-off: -10.111
P-only hole masses: heavy -1.000 m0, light 0.01523 m0
P-only heavy hole reaches Eg at k = 2.291 1/nm
with remote bands: curvature c and hole mass
  light [001]: c = -66.999, mass = 0.01493 m0
  light [111]: c = -69.666, mass = 0.01435 m0
  heavy [001]: c = -3.000, mass = 0.33333 m0
  heavy [111]: c = -0.333, mass = 3.00000 m0
heavy-hole c over 60 directions: -2.924 to -0.343
weak remote coupling q = 2.5: heavy-hole c [001] -1.500, [111] 0.167
light-hole c against gap: P-only, full [001], full [111],
  and remote share of full c in percent for [001], [111]
  Eg = 0.2 eV: -65.666, -66.999, -69.666; 2.0 %, 5.7 %
  Eg = 0.5 eV: -25.667, -27.000, -29.667; 4.9 %, 13.5 %
  Eg = 1.0 eV: -12.333, -13.667, -16.333; 9.8 %, 24.5 %
  Eg = 2.0 eV: -5.667, -7.000, -9.667; 19.0 %, 41.4 %
light-hole energy in meV: P-only, full [001], full [111]
  k = 0.1 1/nm: -21.81, -22.32, -23.14
  k = 0.3 1/nm: -112.07, -118.33, -119.67
  k = 0.6 1/nm: -193.63, -233.46, -212.83
  k = 1.0 1/nm: -206.39, -335.30, -253.43
P-only light hole turns upward at k = 0.871 1/nm, E = -208.6 meV
```
